Why metal gates call for screened exchange in hybrid functionals

**The decision and the model**

A calculation of a gate stack contains an oxide and a metal in one cell. Suppose that a hybrid functional is chosen for the oxide, to improve its gap. The same exchange operator then acts on the metal. One must decide whether that operator may keep the full Coulomb tail, as in PBE0, or should be cut off at long range, as in HSE06. For the metal, the decision bears on the band velocity and the density of states at the Fermi level.

The uniform electron gas isolates the effect. It is unpolarized, with a neutralizing background, and at zero temperature unless stated otherwise. Hartree atomic units are used. Plane waves are self-consistent orbitals by translational symmetry. The states with p < k_F are filled for both spins, so the density is

n = 2 (4πk_F³/3)/(2π)³ = k_F³/(3π²).

Setting n = 3/(4πr_s³) gives k_F = (9π/4)^(1/3)/r_s. The example takes r_s = 2 bohr, so k_F = 0.9596. The exchange fraction is a = 0.25 and the screening parameter is ω = 0.11 bohr⁻¹, the values of HSE06. The density is a model choice and does not represent a particular gate metal.

The band energy has three contributions:

ε(k) = k²/2 + aΣ(k) + C.

The constant C holds the semilocal exchange-correlation potential, built from the density and its gradients. In a uniform gas it is the same for every k. It shifts the band but cannot change its slope, and so cannot cancel anything that exchange does to the velocity.

The kinetic term contributes k to the velocity dε/dk. The remaining contribution is aΣ′(k), where Σ is the Fock energy of a state,

Σ(k) = −∫_{p<k_F} d³p/(2π)³ v(|k−p|),

and v(q) is the Fourier transform of the interaction. There is no spin factor of 2, because exchange couples electrons of equal spin only.

**The exchange slope comes from the Fermi surface**

Put p = k + q, so that k appears only in the occupation step Θ:

Σ(k) = −∫ d³q/(2π)³ v(q) Θ(k_F − |k+q|).

When the length of k grows at fixed direction and fixed q, |k+q| changes at the rate μ, the cosine of the angle between k and p. The derivative of the step is therefore −μ δ(k_F − p). This minus sign cancels the one in front of the integral:

Σ′(k) = ∫ d³p/(2π)³ μ v(|k−p|) δ(k_F − p).

The radial integral gives k_F² and the azimuthal angle gives 2π. Hence

Σ′(k) = (k_F²/4π²) ∫_{−1}^{1} dμ μ v(q), with q² = k² + k_F² − 2kk_Fμ.

The slope is a sum over the Fermi surface, because a change of k matters only where the occupation changes. A completely filled band has no occupation edge, and this surface term is then absent. That is why the problem belongs to the metal side of the stack.

At k = k_F we have q² = 2k_F²(1−μ), so μ = 1 − q²/(2k_F²) and dμ = −q dq/k_F². The limits μ = −1 and 1 become q = 2k_F and 0, and reversing them absorbs the minus sign:

Σ′(k_F) = (1/4π²) ∫_0^{2k_F} dq q [1 − q²/(2k_F²)] v(q).

For an interaction that is regular at q > 0, the slope is finite if q v(q) can be integrated down to q = 0. The Coulomb form v = 4π/q² fails, since it leaves ∫dq/q. Any v that stays finite at q = 0 passes.

**The contribution of the full Coulomb tail**

To see how the slope grows, keep k away from k_F. Let x = k/k_F and A = (1+x²)/(2x). Then q² = 2kk_F(A−μ), and the prefactor becomes

(k_F²/4π²) · 4π/(2kk_F) = 1/(2πx).

The remaining integral is done by writing μ/(A−μ) = −1 + A/(A−μ):

∫_{−1}^{1} dμ μ/(A−μ) = −2 + A ln[(A+1)/(A−1)].

Since A ± 1 = (1±x)²/(2x), the logarithm equals 2 ln|(1+x)/(1−x)|. Therefore

Σ′(k) = (1/π) { [(1+x²)/(2x²)] ln|(1+x)/(1−x)| − 1/x }.

Let d = |k−k_F|. For d ≪ k_F, the factor in square brackets tends to 1 and the argument of the logarithm to 2k_F/d. To leading order

Σ′ ≈ (1/π)[ln(2k_F/d) − 1].

The velocity k + aΣ′ diverges on both sides of the Fermi surface for every a > 0. Reducing the exchange fraction lowers the coefficient but does not remove the singularity.

The size of the effect matters as much as its existence. At d/k_F = 10⁻³ the approximate formula gives

velocity/free velocity ≈ 1 + [0.25/(π × 0.9596)](ln 2000 − 1) ≈ 1.55,

in agreement with the full value of 1.5485. At d/k_F = 10⁻² the ratio is 1.363, and at 10⁻⁶ it is 2.120. The velocity doubles when (a/π)[ln(2k_F/d) − 1] = k_F, that is, at

d/k_F = 2 exp(−1 − πk_F/a) ≈ 4.3×10⁻⁶.

This is a weak divergence. No infinity will appear in a calculation with finite resolution. What appears is an enhancement of some tens of per cent that keeps changing as the resolution improves. Relative to the free velocity k_F the coefficient is a/(πk_F), which grows in proportion to r_s, so within this model a dilute gas suffers more.

**What it does to the density of states**

Both spins together hold k³/(3π²) electrons per volume up to wavevector k. Dividing the change of this number by the change of energy gives

g = k²/(π² dε/dk).

At the same k, the ratio to the free density of states k/π² is k/(dε/dk), the inverse of the velocity ratio. With unscreened exchange it goes to zero at the Fermi level. This is a logarithmic notch, not a gap, since states remain at every energy around it.

To express the notch in energy, integrate the leading velocity from k_F outward. Because ∫_0^d ln(2k_F/y) dy = d[ln(2k_F/d) + 1], the +1 cancels the −1 in the slope, and

ε − ε_F ≈ d [k_F + (a/π) ln(2k_F/d)].

Take an energy k_BT at 300 K, which is 0.0259 eV, above the Fermi level. The state there has d/k_F = 6.2×10⁻⁴, and its density of states is 0.63 of the free value. The occupations behind this number are those of zero temperature; it describes a single state inside the notch and is not a thermal average. A loss of more than a third at such an energy can matter for quantities that depend on the density of states near the Fermi level.

**Which distances contribute**

The same slope can be sorted by distance in real space. The one-particle density matrix, with z = k_F r, is

n(r) = 2∫_{p<k_F} d³p/(2π)³ e^{ip·r} = (1/π²)∫_0^{k_F} dp p² sin(pr)/(pr) = (k_F³/π²) j₁(z)/z,

where j₁(z) = sin z/z² − cos z/z. At large distance it decays as −k_F cos(k_F r)/(π²r²), slowly, because the occupation has a sharp edge.

Write the interaction as s(r)/r, where s = 1 for the full Coulomb form. One spin contributes half of n(r), so

Σ(k) = −½ ∫_0^∞ 4πr² dr n(r) [s(r)/r] sin(kr)/(kr).

The k-derivative of sin(kr)/(kr) is −r j₁(kr). Thus

Σ′(k) = 2π ∫_0^∞ dr r² n(r) s(r) j₁(kr).

At k = k_F, inserting n(r) and changing to z gives

Σ′(k_F) = (2/π) ∫_0^∞ dz z j₁(z)² s.

For large z, j₁² tends to cos²z/z², whose average over an oscillation is 1/(2z²). With s = 1 the integrand averages to 1/(πz), so each factor of ten in distance adds ln(10)/π = 0.733 to the slope. Direct integration over one such decade gives the same value to four digits.

This is the physical origin of the divergence. A state at the Fermi wavevector oscillates in step with the tail of the density matrix, and the Coulomb interaction is too long-ranged to stop the contributions from adding up. For k slightly different from k_F, the two oscillations lose step at r of order 1/|k−k_F|. That distance cuts off the sum and produces ln(2k_F/d).

**The contribution that survives screening**

Now take the interaction erfc(ωr)/r. It is 1/r minus erf(ωr)/r, and the latter is the potential of a unit Gaussian charge (ω³/π^(3/2)) exp(−ω²r²). The transform of that charge is exp(−q²/4ω²), and Poisson's equation multiplies it by 4π/q². Hence

v(q) = (4π/q²)[1 − exp(−q²/4ω²)].

Expanding the exponential for small q gives v(0) = π/ω², about 260 in the example. This is large but finite, so the criterion is met.

The slope at k_F is the difference of two integrals:

Σ′(k_F) = (1/π)∫_0^{2k_F} (dq/q)(1−e^{−q²/4ω²}) − (1/2πk_F²)∫_0^{2k_F} dq q (1−e^{−q²/4ω²}).

Set t = q²/(4ω²). Then dq/q = dt/(2t), q dq = 2ω²dt, and the upper limit is T = k_F²/ω². The first term is

(1/2π)∫_0^T dt (1−e^{−t})/t = (1/2π)[γ + ln T + E₁(T)].

Here E₁(T) = ∫_T^∞ dt e^{−t}/t and γ = 0.577 is Euler's constant. Both sides have the same T-derivative, and both vanish at T = 0 because E₁(T) → −γ − ln T there. The second term is

−(ω²/πk_F²)[T − (1−e^{−T})] = −(1/π)[1 − (1−e^{−T})/T].

Together,

Σ′(k_F) = (1/2π)[γ + ln T + E₁(T) − 2 + 2(1−e^{−T})/T].

In the example T = 76.1, so E₁(T) and e^{−T} are negligible:

Σ′(k_F) = (0.577 + 4.332 − 2 + 0.026)/(2π) = 0.467.

The velocity is 0.9596 + 0.25 × 0.467 = 1.076, which is 1.122 times the free value. The density of states at the Fermi level is 0.89 of the free one. The real-space integral with s = erfc(ωz/k_F) gives the same slope.

Two limits show what ω does. For ω ≪ k_F, E₁(T) and the last term of the bracket vanish, and

Σ′(k_F) ≈ (1/π)[ln(k_F/ω) + γ/2 − 1].

The divergence returns as ω → 0, now with 1/ω as the largest distance that counts. In the example, lowering ω from 0.011 to 0.0011 bohr⁻¹ raises the velocity ratio from 1.312 to 1.503. Screening thus replaces an infinity by a logarithm of the chosen ω, and the result keeps a mild dependence on that choice.

For ω ≫ k_F, T is small. The first three terms of the bracket sum to T − T²/4, and 2(1−e^{−T})/T is 2 − T + T²/3. Constants and linear terms cancel, leaving

Σ′(k_F) ≈ T²/(24π) = k_F⁴/(24πω⁴).

An interaction of very short range acts as a contact interaction. It gives every state the same exchange energy and therefore no slope.

**Where the two operators differ**

The velocity ratios, each taken at k = k_F − d relative to the free velocity at that k, are:

d/k_F = 0.3: unscreened 1.143, screened 1.137
d/k_F = 0.1: unscreened 1.201, screened 1.137
d/k_F = 0.01: unscreened 1.363, screened 1.124
d/k_F = 0.0001: unscreened 1.739, screened 1.122

Well below the Fermi surface the operators nearly agree. They separate when d becomes comparable with ω. The leading-order formulas explain this scale: the unscreened slope equals the limiting screened slope when ln(2k_F/d) = ln(k_F/ω) + γ/2, or d = 2ωe^{−γ/2}, which is of order ω. Closer in, the unscreened slope keeps rising while the screened one settles.

The occupied bandwidth weighs the contributions differently, because it integrates the slope over all occupied k. For the Coulomb interaction, a state at k = 0 sees the whole sphere:

Σ(0) = −(1/8π³)∫_0^{k_F} dp 4πp² (4π/p²) = −2k_F/π.

For a state on the surface, use q = p − k. The end point p lies inside the sphere if the cosine of the angle between q and k is below −q/(2k_F). This leaves a cosine interval of length 1 − q/(2k_F), so

Σ(k_F) = −(1/4π²)∫_0^{2k_F} dq q² (4π/q²)[1 − q/(2k_F)] = −(1/π)(2k_F − k_F) = −k_F/π.

Exchange therefore widens the band by ak_F/π. The free width is 12.53 eV (0.460 hartree). The unscreened hybrid gives 14.61 eV and the screened one, from the same integrals with the screened v(q), 14.16 eV. The widenings are 2.08 and 1.63 eV, so screening removes only about a fifth of this effect.

The contrast has a simple reason. A logarithm is integrable, so the immediate neighbourhood of k_F adds little to an energy difference across the band, although it dominates the velocity at the Fermi level. Integrating the closed form of the slope shows that the last 1 per cent of k below k_F supplies only about 5 per cent of the unscreened widening. The divergence does not explain most of the band widening, and its removal does not cure it.

**Smearing and finite meshes**

In a calculation for a metal the occupation edge can be smeared. Suppose the edge is a Gaussian average of sharp edges at radii P = k_F + st, where t is a standard normal variable and s ≪ k_F. Since Σ is linear in the occupations, its slope at k_F is the average of the sharp-edge slopes:

Σ′(k_F) ≈ (1/π)[ln(2k_F/s) − ⟨ln|t|⟩ − 1].

The average follows from ⟨|t|^α⟩ = 2^{α/2} Γ((1+α)/2)/√π. Its derivative at α = 0 is ½ ln 2 + ½ψ(½), where ψ is the logarithmic derivative of Γ and ψ(½) = −γ − 2 ln 2. So ⟨ln|t|⟩ = −(γ + ln 2)/2, and

Σ′(k_F) ≈ (1/π)[ln(2k_F/s) + (γ + ln 2)/2 − 1].

The velocity is now finite, but its value is set by s. Reducing s/k_F from 10⁻² to 10⁻³ moves the unscreened ratio from 1.409 to 1.600. The expected change, a ln(10)/(πk_F) = 0.25 × 0.733/0.9596 = 0.191, is what is found. The screened ratio is 1.122 in both cases, because an edge much narrower than ω is already sharp on the scale of the interaction.

A finite k-point mesh should act in a similar way, since it cannot resolve q below its spacing. The details depend on how the q = 0 term is treated, and they are not computed here. The sign of the problem shown here is a Fermi-level velocity that keeps drifting as the smearing is reduced.

**From the gas to a real gate metal**

Two features of the gas need weighing: its spherical Fermi surface and its plane waves.

The sphere is not essential. For a general surface the derivation above gives the gradient of Σ as an integral of the outward normal times v(|k−p|)/(2π)³. Place k at a small distance d from a smooth surface. A nearby patch of radius R is almost flat, with q² = ρ² + d² at in-plane distance ρ, and it contributes

(1/8π³) ∫_0^R 2πρ dρ 4π/(ρ²+d²) = (1/2π) ln[(R²+d²)/d²] ≈ (1/π) ln(R/d).

The coefficient 1/π contains neither curvature nor density. For an ellipsoid with unequal axes, the slope near the pole grows by 0.733 per decade of d, as for the sphere.

In a crystal, v is multiplied by overlaps of the periodic parts of the Bloch functions. Within one band, away from degeneracies, the squared overlap tends to 1 as q → 0, so the singular term survives when exchange is evaluated on given bands. This is an argument, not a computation, and it does not follow the bands to self-consistency. It also suggests that, at comparable R/d, a band with a small velocity before exchange is added suffers a larger relative change, because the coefficient a/π does not scale with that velocity. R itself depends on the band, through its Fermi surface and its overlaps.

**Weighing the choice**

The behaviour at q → 0 decides the matter. If a hybrid uses the fraction a_S at short range and a_L at long range, its exchange interaction is

(4π/q²)[a_S + (a_L − a_S) exp(−q²/4ω²)] → 4πa_L/q² as q → 0.

The logarithm then has the coefficient a_L/π. Range separation removes the divergence only if a_L = 0; a smaller nonzero a_L merely weakens it. Any functional with a_L > 0 therefore retains the divergence, whatever its short-range fraction. This includes global hybrids and long-range-corrected functionals with a_S = 0.

There is also a physical reason to want a_L = 0 in a metal. Mobile electrons screen a static charge, and in the simplest description 4π/q² becomes 4π/(q²+κ²), with κ an inverse screening length. This is finite at q = 0 and gives a finite slope by the criterion above. The argument supports a_L = 0 but not the value of ω. The Thomas–Fermi estimate κ² = 4k_F/π gives κ ≈ 1.1 bohr⁻¹ at r_s = 2, ten times the HSE06 ω. Inserted in the slope integral with the full exchange fraction, this v raises the velocity by only about 5 per cent. The erfc cutoff of HSE06 is therefore not a model of the metal's own screening length. The bare Fock operator lacks this screening, and in the gas the semilocal potential cannot supply it.

For a metal gate, then, the singular velocity is a sound reason to reject unscreened exchange when Fermi-level properties matter. It is a weaker reason when only energies averaged over the whole band are needed. The screened operator gives a convergent velocity and a nonzero density of states, but it still raises the velocity by 12 per cent and widens the band by 13 per cent relative to free electrons in this example. Whether those changes are improvements cannot be judged here: free electrons are a reference, not a measurement, and correlation beyond a constant potential is left out. The numerical output gives the full set of values.

Computed results

```
density parameter rs = 2.00 bohr
exchange fraction a = 0.25
screening parameter omega = 0.110 1/bohr
Fermi wavevector = free velocity kF = 0.95958 a.u.
T = (kF/omega)^2 = 76.099
screened v(q=0) = pi/omega^2 = 259.64 a.u.
screened slope at kF, closed form = 0.46720 a.u.
screened slope at kF, real space = 0.46720 a.u.
screened velocity at kF = 1.07638 a.u.
screened velocity / free velocity at kF = 1.1217
screened DOS / free DOS at Fermi level = 0.8915
velocity / free velocity at k = kF - d:
  d/kF = 3e-01: unscreened 1.1432, screened 1.1372
  d/kF = 1e-01: unscreened 1.2008, screened 1.1369
  d/kF = 1e-02: unscreened 1.3633, screened 1.1237
  d/kF = 1e-03: unscreened 1.5485, screened 1.1219
  d/kF = 1e-04: unscreened 1.7385, screened 1.1217
  d/kF = 1e-06: unscreened 2.1203, screened 1.1217
d/kF where unscreened velocity doubles = 4.26e-06
slope gained per decade: ln(10)/pi = 0.73294 a.u.
  per decade of distance r, sphere = 0.73293 a.u.
  per decade of d, ellipsoid = 0.73299 a.u.
smeared edge, velocity / free velocity at kF:
  s/kF = 1e-02: unscreened 1.4092, screened 1.1217
  s/kF = 1e-03: unscreened 1.6001, screened 1.1217
smaller omega, screened velocity / free velocity at kF:
  omega = 0.0550 1/bohr: 1.1784
  omega = 0.0110 1/bohr: 1.3116
  omega = 0.0011 1/bohr: 1.5025
kB T at 300 K = 0.02585 eV
(k-kF)/kF at kB T above Fermi level = 6.177e-04
unscreened DOS / free DOS at that k = 0.6303
free occupied bandwidth = 12.528 eV
unscreened hybrid bandwidth = 14.606 eV
screened hybrid bandwidth = 14.156 eV
```
